# The g-factor ratio of helium 2 ³S and hydrogen 1S

**Question**

I have to compute the ratio of the electronic g factors of helium in the 2 ³S state and hydrogen in the 1S state, to relative order $\alpha^2$. The exercise says that the expectation values of the kinetic energy and of $1/r_{12}$ are enough.

For hydrogen I know the relative shift $-\alpha^2/3$, which is $-\tfrac23\alpha^2\langle T\rangle$ because $\langle T\rangle=\tfrac12$. In the helium triplet each electron carries half of the spin, so I averaged two such shifts and got $-\tfrac13\alpha^2\langle T\rangle$, with $T$ the total kinetic energy. That puts the ratio 20.86 ppm below one. But $1/r_{12}$ never appears. Where does it enter, and with what coefficient? An S state has no orbital angular momentum, so I don't see how one electron's motion can act on the other's spin.

**Answer**

Your average accounts for the electrons as if each moved in an external potential. What it misses is that a magnetic field makes the electrons of an S state circulate about the field direction. The velocity is $\mathbf p+\mathbf A$, not $\mathbf p$, and the current due to $\mathbf A$ makes a magnetic field at the other electron's spin.

I use Hartree atomic units, electron charge $-1$, $c=1/\alpha$, fixed nuclei, and a weak uniform field $\mathbf B$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, the nucleus being the origin. Only terms linear in $\mathbf B$ are kept.

**What has to be calculated**

The leading Zeeman energy is $(\tfrac12\mathbf L+\mathbf S)\cdot\mathbf B$. If the $\alpha^2$ operators change the coefficient of $\mathbf S\cdot\mathbf B$ from $1$ to $1+\delta$, then $g=g_e(1+\delta)$. The free-electron factor $g_e$ cancels in the ratio; its difference from 2 inside $\delta$ is a radiative correction of higher order.

Could the field-free $\alpha^2$ operators also contribute, in second order together with the leading Zeeman operator? They do not. $\mathbf L$ and $\mathbf S$ commute with the nonrelativistic Hamiltonian, so the leading operator turns an S state with spin projection $M$ along $\mathbf B$ into $MB$ times itself. It has no matrix element to any other state. Expectation values of the $\alpha^2$ Zeeman operators therefore suffice.

**One electron in a potential**

Write $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ with $\boldsymbol\pi=\mathbf p+\mathbf A$, and measure $E$ from the rest energy. The Dirac equation for the upper and lower components is

$$(E-V)\varphi=cD\chi,\qquad (2c^2+E-V)\chi=cD\varphi .$$

Expanding the second equation in $1/c$ gives

$$\chi\simeq\frac{\alpha}{2}\left[1-\frac{\alpha^2}{4}\,2(E-V)\right]D\varphi ,$$

and insertion in the first gives

$$\left[V+\frac{D^2}{2}-E-\frac{\alpha^2}{4}D(E-V)D\right]\varphi=0 .$$

The norm is $\langle\varphi|1+\alpha^2D^2/4|\varphi\rangle$, so the normalized two-component function is $\Phi=(1+\alpha^2D^2/8)\varphi$. Substitute $\varphi=(1-\alpha^2D^2/8)\Phi$ and multiply from the left by the same factor, which keeps the operator Hermitian. The terms containing $\alpha^2E$ are $+\tfrac14\alpha^2ED^2$ and $-\tfrac14\alpha^2ED^2$, and they cancel. What remains is

$$H=V+\frac{D^2}{2}-\frac{\alpha^2}{8}D^4-\frac{\alpha^2}{8}\left(D^2V-2DVD+VD^2\right),$$

where the last bracket is $[D,[D,V]]$.

*Kinetic term.* Since $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$,

$$D^2=\pi^2+\boldsymbol\sigma\cdot\mathbf B=p^2+(\mathbf l+\boldsymbol\sigma)\cdot\mathbf B+O(B^2).$$

Here $\mathbf l$ is the orbital angular momentum of this electron. It and $\boldsymbol\sigma$ commute with $p^2$, so the linear part of $D^4$ is $2p^2(\mathbf l+\boldsymbol\sigma)\cdot\mathbf B$. The part $p^2\mathbf l$ is a spatial vector without spin, and its expectation value vanishes in a state with $L=0$, even when a single electron's $\mathbf l$ does not vanish. This leaves

$$-\frac{\alpha^2}{4}\,p^2\,\boldsymbol\sigma\cdot\mathbf B .$$

*Spin-orbit term.* First, $[D,V]=-i\boldsymbol\sigma\cdot\nabla V$. The field enters the outer commutator through

$$-i[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\nabla V]=2\boldsymbol\sigma\cdot(\mathbf A\times\nabla V)=-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf A).$$

Multiplication by $-\alpha^2/8$ gives

$$\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf A).$$

In helium, electron $i$ feels both the nucleus and electron $j$. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,

$$\nabla_iV=\frac{Z\mathbf r_i}{r_i^3}-\frac{\mathbf r_{ij}}{r_{ij}^3}.$$

**The missing magnetic term**

The magnetic interaction between the electrons is the Breit operator. With bold $\boldsymbol\alpha_i$ for the Dirac matrices,

$$H_B=-\frac12\left[\frac{\boldsymbol\alpha_i\cdot\boldsymbol\alpha_j}{r_{ij}}+\frac{(\boldsymbol\alpha_i\cdot\mathbf r_{ij})(\boldsymbol\alpha_j\cdot\mathbf r_{ij})}{r_{ij}^3}\right].$$

A Dirac matrix connects upper and lower components. With $\chi\simeq\tfrac12\alpha D\varphi$, its component $k$ becomes $\tfrac12\alpha(\sigma^kD+D\sigma^k)$, where any function of position multiplying it stands next to $\sigma^k$. For electron $j$ take the part with $\mathbf A_j=\mathbf A(\mathbf r_j)$. Because $\sigma^k\sigma^l+\sigma^l\sigma^k=2\delta_{kl}$, it is $\alpha\mathbf A_j$, the current induced by the field. For electron $i$ keep $\mathbf p_i$, since a second $\mathbf A$ would be quadratic in $\mathbf B$. The result is

$$-\frac{\alpha^2}{4}\left(\boldsymbol\sigma_i\cdot\mathbf Y\,\boldsymbol\sigma_i\cdot\mathbf p_i+\boldsymbol\sigma_i\cdot\mathbf p_i\,\boldsymbol\sigma_i\cdot\mathbf Y\right),\qquad
\mathbf Y=\frac{\mathbf A_j}{r_{ij}}+\frac{\mathbf r_{ij}(\mathbf r_{ij}\cdot\mathbf A_j)}{r_{ij}^3}.$$

The bracket equals $\mathbf Y\cdot\mathbf p_i+\mathbf p_i\cdot\mathbf Y+\boldsymbol\sigma_i\cdot(\nabla_i\times\mathbf Y)$. The first two terms contain no spin, and we need the curl. Its two pieces are

$$\nabla_i\times\frac{\mathbf A_j}{r_{ij}}=-\frac{\mathbf r_{ij}\times\mathbf A_j}{r_{ij}^3},$$

$$\nabla_i\times\left[\mathbf r_{ij}\frac{\mathbf r_{ij}\cdot\mathbf A_j}{r_{ij}^3}\right]=\nabla_i\left(\frac{\mathbf r_{ij}\cdot\mathbf A_j}{r_{ij}^3}\right)\times\mathbf r_{ij}=\frac{\mathbf A_j\times\mathbf r_{ij}}{r_{ij}^3}.$$

In the second line the part of the gradient along $\mathbf r_{ij}$ drops out of the cross product. The two pieces are equal, so the spin-other-orbit term is

$$+\frac{\alpha^2}{2}\,\boldsymbol\sigma_i\cdot\frac{\mathbf r_{ij}\times\mathbf A_j}{r_{ij}^3}.$$

Adding the repulsion part of the ordinary spin-orbit term gives the whole electron-electron operator for the spin of $i$:

$$\frac{\alpha^2}{4}\,\boldsymbol\sigma_i\cdot\frac{\mathbf r_{ij}\times(2\mathbf A_j-\mathbf A_i)}{r_{ij}^3}.$$

**Expectation value in the triplet S state**

Two simplifications apply.

1. Write $\boldsymbol\sigma_i=2\mathbf s_i=\mathbf S+(\mathbf s_i-\mathbf s_j)$. The difference is odd under exchange of the spins, while all triplet spin functions are even, so it has no matrix element between them. Each $\boldsymbol\sigma_i$ acts as $\mathbf S$.
2. For vectors $\mathbf v,\mathbf w$ built from the positions, $\mathbf v\times(\mathbf B\times\mathbf w)=\mathbf B(\mathbf v\cdot\mathbf w)-\mathbf w(\mathbf v\cdot\mathbf B)$. An S state has no preferred direction, so $w_kv_l$ averages to $\tfrac13\delta_{kl}\,\mathbf v\cdot\mathbf w$, and the whole expression to $\tfrac23(\mathbf v\cdot\mathbf w)\mathbf B$.

The coefficients of $\mathbf S\cdot\mathbf B$ follow.

*Kinetic:* $-\tfrac14\alpha^2\langle p_1^2+p_2^2\rangle=-\tfrac12\alpha^2\langle T\rangle$.

*Nuclear spin-orbit:* each electron gives

$$\frac{\alpha^2}{4}\cdot\frac{Z}{r_i^3}\cdot\frac12\cdot\frac23r_i^2=\frac{\alpha^2}{12}\frac{Z}{r_i}.$$

*Electron-electron:* inserting $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and adding both electrons, with $\mathbf r_{21}=-\mathbf r_{12}$,

$$\frac{\alpha^2}{8r_{12}^3}\cdot\frac23\left[\mathbf r_{12}\cdot(2\mathbf r_2-\mathbf r_1)-\mathbf r_{12}\cdot(2\mathbf r_1-\mathbf r_2)\right]
=\frac{\alpha^2}{12r_{12}^3}(-3r_{12}^2)=-\frac{\alpha^2}{4r_{12}}.$$

The distances from the nucleus have dropped out. Of the factor $-3$, the terms with $-\mathbf A_i$ supply $-1$ and those with $2\mathbf A_j$ supply $-2$. Hence $-\tfrac1{12}$ is own-orbit coupling and $-\tfrac16$ is spin-other-orbit coupling. The negative sign means that the electron-electron part reduces the Zeeman splitting.

With $N=\langle Z/r_1+Z/r_2\rangle$ and $W=\langle1/r_{12}\rangle$,

$$\delta_{\rm He}=\alpha^2\left[-\frac{\langle T\rangle}{2}+\frac{N}{12}-\frac{W}{4}\right].$$

The virial theorem removes $N$. If all lengths in the wave function are divided by $\lambda$, the energy becomes $\lambda^2\langle T\rangle+\lambda(W-N)$. It is stationary at $\lambda=1$, so $2\langle T\rangle+W-N=0$, or $N=2\langle T\rangle+W$. Then

$$\delta_{\rm He}=\alpha^2\left[-\frac{\langle T\rangle}{2}+\frac{\langle T\rangle}{6}+\frac{W}{12}-\frac{W}{4}\right]
=-\alpha^2\left[\frac{\langle T\rangle}{3}+\frac{W}{6}\right].$$

So your kinetic term was right, and the missing term is $-\alpha^2W/6$. It has the same size as the spin-other-orbit contribution, because the own-orbit repulsion term $-W/12$ is cancelled by the $+W/12$ that the virial theorem brings in from the nuclear term.

**Hydrogen and the ratio**

For one electron $\boldsymbol\sigma=2\mathbf S$, so the one-body coefficients double. With $\langle p^2\rangle=1$ and $\langle1/r\rangle=1$,

$$\delta_{\rm H}=\alpha^2\left(-\frac12+\frac16\right)=-\frac{\alpha^2}{3}.$$

To order $\alpha^2$ the ratio is $1+\delta_{\rm He}-\delta_{\rm H}$:

$$\boxed{\frac{g({\rm He}\,2\,^3S)}{g({\rm H}\,1S)}=1-\frac{\alpha^2}{3}\left[\langle T\rangle+\frac12\left\langle\frac1{r_{12}}\right\rangle-1\right]}$$

**Numbers**

I computed the helium state variationally with antisymmetrized functions $e^{-ar_1-br_2-cr_{12}}$, which contain the distance between the electrons explicitly. Going from 60 to 120 functions changes the energy from $-2.1752291$ to $-2.1752293$ hartree. The larger basis gives

$$\langle T\rangle=2.17523,\qquad W=0.26820,\qquad N=4.61866\quad\text{hartree}.$$

With $\alpha^2=53.2514$ ppm, the contributions to $\delta_{\rm He}$ are:

- kinetic: $-57.917$ ppm
- nuclear spin-orbit: $+20.496$ ppm
- own-orbit, from the repulsion: $-1.190$ ppm
- spin-other-orbit: $-2.380$ ppm

Their sum is $\delta_{\rm He}=-40.992$ ppm, where the last digit comes from the unrounded terms. Hydrogen has $\delta_{\rm H}=-17.750$ ppm; the magnetic energy evaluated directly with the Dirac 1S spinor gives $-17.751$ ppm. The boxed formula then reads

$$-17.750\,(2.17523+0.13410-1)\ \text{ppm}=-17.750\times1.30933\ \text{ppm}=-23.24\ \text{ppm},$$

$$\frac{g({\rm He}\,2\,^3S)}{g({\rm H}\,1S)}\approx0.9999768=1-23.2\ \text{ppm}.$$

Your value of $-20.86$ ppm differs from this by the $-2.38$ ppm of the $W$ term. The numerical output below lists these values.

**Two limits that check the formula**

*No repulsion.* Put the electrons in hydrogenic 1s and 2s orbitals with $Z=2$. The energy is $-2.5$ hartree, so $\langle T\rangle=2.5$, and the $W$ term is absent because the interaction is switched off. The formula gives $\delta=-\tfrac56\alpha^2$, which is the mean of the one-electron shifts $-\tfrac23\alpha^2\langle T\rangle$, namely $-\tfrac43\alpha^2$ for 1s and $-\tfrac13\alpha^2$ for 2s. The ratio would lie $17.750\times1.5=26.6$ ppm below one. Repulsion thus acts in two opposite ways. It lowers the kinetic energy by $0.32477$ hartree, which raises the ratio by $5.76$ ppm, and it adds the $W$ term of the formula, which lowers the ratio by $2.38$ ppm.

*A distant outer electron.* In a triplet state $1s\,ns$ with very large $n$, the inner electron is that of He⁺, with $\langle T\rangle\to2$, and $W\to0$. The formula gives $\delta\to-\tfrac23\alpha^2$. This is the mean of the He⁺ shift, $-\tfrac43\alpha^2$, and the zero shift of a nearly free electron, as it should be when each carries half of the spin. The ratio to hydrogen then tends to $1-\alpha^2/3$.

**How far the result can be trusted**

The formula needs a triplet S state. For $L\neq0$ the discarded orbital vectors contribute, the angular average changes, and the leading Zeeman operator can mix fine-structure levels. The expansion also requires small $Z\alpha$ and a weak field.

Radiative corrections to the shifts and nuclear recoil are left out. A rough size for the first is $\alpha/(2\pi)$ times $|\delta_{\rm He}|$, or 0.048 ppm. For the second it is the electron-proton mass ratio times $|\delta_{\rm H}|$, or 0.010 ppm. These are estimates of magnitude, not bounds, and both turn out low by a factor of about 1.4. Including the anomalous moment in the $\alpha^2$ operators (not derived here) raises the helium shift by $0.067$ ppm and the hydrogen shift by $0.031$ ppm, so the ratio rises by $0.036$ ppm. The recoil term of hydrogen, half the electron-proton mass ratio times $\alpha^2$, or $0.015$ ppm, lowers the ratio again. Together they give about $1-23.22$ ppm, and helium recoil is of order $0.006$ ppm. The second decimal of $23.24$ is therefore not significant, while the first stands. The value $1-23.2$ ppm is the rounded result of the $\alpha^2$ operators with fixed nuclei.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.007297353
alpha^2 = 53.2514 ppm
helium nuclear charge Z = 2
basis sizes = 60 and 120 functions
He 2 3S energy, small basis = -2.1752291 hartree
He 2 3S energy, large basis = -2.1752293 hartree
<T>, small basis = 2.17524 hartree
<T>, large basis = 2.17523 hartree
<Z/r1 + Z/r2>, large basis = 4.61866 hartree
<1/r12>, small basis = 0.26820 hartree
<1/r12>, large basis = 0.26820 hartree
virial defect 2<T> + <V> = 9.4e-07 hartree
energy without repulsion = -2.500000 hartree
He kinetic contribution = -57.917 ppm
He nuclear spin-orbit contribution = 20.496 ppm
He electron own-orbit contribution = -1.190 ppm
He spin-other-orbit contribution = -2.380 ppm
He total relative g shift = -40.992 ppm
H 1S relative g shift = -17.750 ppm
H 1S shift from Dirac spinor = -17.751 ppm
g(He)/g(H) - 1 = -23.24 ppm
g(He)/g(H) = 0.99997676 (dimensionless)
g(He)/g(H) - 1, <1/r12> dropped = -20.86 ppm
alpha/(2 pi) = 0.001161 (dimensionless)
radiative size, alpha/(2 pi) * He shift = 0.048 ppm
recoil size, m_e/m_p * H shift = 0.010 ppm
```
